# Small-Tip Fourier Excitation Profiles and Their Failure for Sinc Pulses

## The decision: one Fourier transform or a Bloch calculation

To predict which offsets a shaped pulse excites, one can take a single Fourier transform of its envelope or solve the Bloch equations at each offset. The transform is a first-order result in the pulse. For the truncated sinc treated below, its largest error is about 6% of its own resonance value at a nominal tip of 30°, and about 45% at 90°. At 180° it predicts a large transverse magnetization on resonance, where the true value is zero. The 90° and 180° profiles of this pulse therefore need a Bloch calculation.

## Conventions and the exact relation

Consider independent spins in a spatially uniform radiofrequency field, with relaxation neglected. In the frame rotating at the carrier frequency, and with the counter-rotating field component dropped, the magnetization obeys

$$\frac{d\mathbf M}{dt}=\gamma\,\mathbf M\times\mathbf B .$$

Let $\mathbf m=\mathbf M/M_0$, where $M_0$ is the equilibrium magnetization, and write

$$\gamma\mathbf B=(\operatorname{Re}\omega_1,\ \operatorname{Im}\omega_1,\ \Omega).$$

Here $\omega_1(t)$ is the pulse envelope in rad/s, complex if its phase varies, and $\Omega$ is the angular offset. The pulse lasts from $-T/2$ to $T/2$, and $\mathbf m=(0,0,1)$ at its start. The components of the cross product are

$$\dot m_x=\Omega m_y-m_z\operatorname{Im}\omega_1,$$
$$\dot m_y=m_z\operatorname{Re}\omega_1-\Omega m_x,$$
$$\dot m_z=m_x\operatorname{Im}\omega_1-m_y\operatorname{Re}\omega_1 .$$

With $m_+=m_x+im_y$, the first equation plus $i$ times the second gives

$$\dot m_+=-i\Omega m_++i\omega_1m_z,\qquad \dot m_z=\operatorname{Im}(m_+^*\omega_1).$$

In this convention free precession is $m_+\propto e^{-i\Omega t}$. The factor $e^{i\Omega t}$ removes it:

$$\frac{d}{dt}\left(m_+e^{i\Omega t}\right)=i\omega_1m_ze^{i\Omega t}.$$

Since $m_+$ vanishes at the start, integration over the pulse gives

$$m_+(T/2)=i e^{-i\Omega T/2}\int_{-T/2}^{T/2}\omega_1(t)m_z(t)e^{i\Omega t}\,dt. \tag{1}$$

Equation (1) is exact within the stated model. It is not yet a solution, because $m_z(t)$ depends on the offset and on the earlier part of the pulse.

## The small-tip result

If the pulse hardly depletes the longitudinal magnetization, $m_z$ may be replaced by 1:

$$m_+(T/2)\simeq i e^{-i\Omega T/2}F(\Omega),\qquad F(\Omega)=\int_{-T/2}^{T/2}\omega_1(t)e^{i\Omega t}\,dt. \tag{2}$$

This is the Fourier result. $F$ is dimensionless: it is an angle in radians. The factor $i$ says that a field along $x$ tips $\mathbf m$ towards $+y$. The other phase factor is precession from the pulse centre to its end.

It is convenient to remove both factors and define the centred profile

$$r(\Omega)=\frac{m_+(T/2)e^{i\Omega T/2}}{i},$$

so that $r\simeq F$ at first order. If the offset comes from a field gradient, reversing the gradient at equal strength for a time $T/2$ supplies the factor $e^{i\Omega T/2}$. Offsets from other sources are not reversed in this way.

The sign in the Fourier exponent cannot be checked with an even real pulse, for which both signs give the same $F$. It was therefore tested with an asymmetric, chirped pulse, as was equation (1) at large tip.

## How small the tip must be

Let $A(t)=\int_{-T/2}^{t}|\omega_1(t')|dt'$ be the absolute area delivered so far, and $A$ its final value. To bound the depletion, pass to the frame that follows free precession about $z$. There the field is purely transverse, with magnitude $|\omega_1|$, so the tip of the unit vector $\mathbf m$ moves on the sphere no faster than $|\omega_1|$. Its angular distance from the pole cannot exceed the path length $A(t)$. As long as $A(t)\le\pi$,

$$1-m_z(t)\le1-\cos A(t).$$

Subtracting (2) from (1), taking magnitudes and using $dA=|\omega_1|dt$ gives

$$|r-F|\le\int_{-T/2}^{T/2}|\omega_1|(1-m_z)\,dt\le\int_0^A(1-\cos a)\,da=A-\sin A \tag{3}$$

for $A\le\pi$. For a larger area, $1-m_z\le2$ is used beyond $\pi$, and the bound becomes $\pi+2(A-\pi)$.

The bound holds at every offset. It is expressed in $A$, not in the nominal tip $\theta=\int\omega_1dt$: negative lobes or a varying phase reduce $|\theta|$ but not $A$. A small $\theta$ alone is no guarantee. Take $\omega_1=ae^{-i\Omega_0t}$ with constant $a>0$ and $\Omega_0T=2\pi$, so that $\theta=0$ and $A=aT$. At the offset $\Omega=\Omega_0$, the variable $u=m_+e^{i\Omega_0t}$ obeys $\dot u=iam_z$ and $\dot m_z=\operatorname{Im}(u^*a)$, solved by $u=i\sin A(t)$, $m_z=\cos A(t)$. Hence $r=\sin A$ while $F=A$, and the error $A-\sin A$ reaches the bound (3).

## The first correction

Define the running transform

$$F(t)=\int_{-T/2}^{t}\omega_1(t')e^{i\Omega t'}dt'.$$

At first order $m_+(t)=ie^{-i\Omega t}F(t)$, hence $|m_+|=|F(t)|$. The Bloch equation conserves the length of $\mathbf m$, because $\mathbf m\cdot(\mathbf m\times\mathbf B)=0$. Near the positive pole this gives

$$m_z=\sqrt{1-|m_+|^2}\simeq1-\tfrac12|F(t)|^2.$$

Inserting it in (1) yields

$$r=F-\frac12\int_{-T/2}^{T/2}\omega_1e^{i\Omega t}|F(t)|^2dt+O(\theta^5) \tag{4}$$

for a fixed pulse shape scaled in amplitude. There is no fourth-order term: if $\omega_1$ changes sign, the equations are satisfied by $(-m_+,m_z)$, so $m_+$ is odd in the pulse amplitude.

On resonance with a real pulse, $F(t)$ is the running tip $\theta(t)$ and $\omega_1=\dot\theta$. The correction is then $-\frac12\int\dot\theta\,\theta^2dt=-\theta^3/6$, the cubic term of $\sin\theta$.

Equation (4) also shows why one cannot in general treat $F(\Omega)$ as a rotation angle and replace $F$ by $\sin F$. Since $\omega_1e^{i\Omega t}=\dot F(t)$, the correction is $-\frac12\int\dot F|F|^2dt$. It equals $-F^3/6$ if $F(t)$ stays real throughout the pulse. Off resonance $F(t)$ generally passes through complex values, even when its final value is real. Physically, the transverse field turns in the precessing frame, and rotations about different axes do not add as angles.

## The truncated sinc

Take

$$\omega_1(t)=\omega_{1,\max}\frac{\sin Wt}{Wt},\qquad W=\pi\Delta f,$$

where $\Delta f$ is the nominal full bandwidth in Hz. The pulse is even, so $e^{i\Omega t}$ can be replaced by $\cos\Omega t$. With

$$\sin Wt\cos\Omega t=\tfrac12\{\sin[(W+\Omega)t]+\sin[(W-\Omega)t]\}$$

and $\int_{-T/2}^{T/2}\sin(at)/t\,dt=2\,\mathrm{Si}(aT/2)$, where $\mathrm{Si}(x)=\int_0^x\sin u/u\,du$,

$$F(\Omega)=\frac{\omega_{1,\max}}{W}\left\{\mathrm{Si}\frac{(W+\Omega)T}{2}+\mathrm{Si}\frac{(W-\Omega)T}{2}\right\}. \tag{5}$$

Setting $\Omega=0$ gives the calibration

$$\theta=\frac{2\omega_{1,\max}}{W}\mathrm{Si}\frac{WT}{2}.$$

As $WT\to\infty$, each $\mathrm{Si}$ tends to $\pm\pi/2$. The normalized profile $F/\theta$ then tends to 1 for $|\Omega|<W$, to 1/2 at $|\Omega|=W$ and to 0 for $|\Omega|>W$. At finite $T$ the oscillations of $\mathrm{Si}$ appear as ripples, which belong to the linear profile itself and are not a large-tip effect.

The example uses protons, $T=4$ ms and $\Delta f=1500$ Hz. Then $W=4712.39$ rad/s and $WT/2=3\pi$, so the pulse ends at the third zero on each side. With $\mathrm{Si}(3\pi)=1.67476$, a 90° pulse needs

$$\omega_{1,\max}=\frac{1.5708\times4712.39}{2\times1.67476}\simeq2210\ \text{rad/s},$$
$$B_{1,\max}=\frac{2210}{2.675\times10^8}\ \text{T}\simeq8.26\ \mu\text{T}.$$

The 180° pulse needs twice this, 16.5 μT. The absolute area is $A=1.518\,\theta$, so a nominal 90° pulse has $A=2.38$ rad, or about 137°.

The largest errors $|r-F|$ on the grid from 0 to 2500 Hz are:

| Tip | Linear error | Relative to $\theta$ | Error with cubic term |
|---|---|---|---|
| 10° | 0.0012 | 0.7% | 0.000003 |
| 30° | 0.031 | 5.9% | 0.0007 |
| 60° | 0.233 | 22% | 0.023 |
| 90° | 0.705 | 45% | 0.164 |
| 180° | 3.27 | 104% | 3.86 |

The column "Relative to $\theta$" divides the linear error by the linear prediction on resonance, not by the local signal. Between 15° and 30° the observed error orders are 2.98 without the cubic term and 4.99 with it, as (4) requires. At 180° the cubic term makes the maximum error larger, so this correction is no remedy there. The bound (3) is safe but loose: at 30° it gives 0.081, against an actual maximum of 0.031.

## Failure at 90°

On resonance a real pulse gives an exact solution,

$$m_+(t)=i\sin\theta(t),\qquad m_z(t)=\cos\theta(t).$$

Substitution confirms it: $\dot m_+=i\dot\theta\cos\theta=i\omega_1m_z$ and $\dot m_z=-\omega_1\sin\theta=\operatorname{Im}(m_+^*\omega_1)$. At 90° the true transverse magnitude is 1, whereas (2) gives $\pi/2=1.571$, which is 57% too large and exceeds the available magnetization.

Dividing the linear profile by $\theta$ repairs the resonance value. It also predicts the width well in this example: the full width at half height is 1475 Hz for $F/\theta$ and 1485 Hz for the exact $|m_+|$. The shape is less accurate, with a largest difference in magnitude of 0.109, near 920 Hz. At 250 Hz, where the linear ripple gives 0.869, the exact magnitude is 0.977.

The replacement $|\sin F|$ gives 0.979 at 250 Hz, because the sine is flat near 90°. At the edge it does worse: at 750 Hz it gives 0.653 against the exact 0.465, and its full width is 1565 Hz. Success inside the band therefore does not validate it at the edge.

### Phase and rephasing

For a real pulse, the phase near resonance can be found to first order in $\Omega$ without assuming a small tip. Since $\dot m_x=\Omega m_y$, the resonance solution gives

$$m_x(T/2)=\Omega\tau+O(\Omega^2),\qquad \tau=\int_{-T/2}^{T/2}\sin\theta(t)\,dt.$$

The component $m_x$ is itself of order $\Omega$ and enters $\dot m_y$ multiplied by $\Omega$. Hence $m_y=\sin\theta+O(\Omega^2)$, and for $\sin\theta\ne0$

$$m_+=i\sin\theta\left(1-i\Omega\frac{\tau}{\sin\theta}\right)+O(\Omega^2)
\simeq i\sin\theta\,e^{-i\Omega t_r},\qquad t_r=\frac{\tau}{\sin\theta}. \tag{6}$$

For an even pulse $\theta(t)+\theta(-t)=\theta$. In the weak limit $t_r\to\int\theta(t)dt/\theta=T/2$, in agreement with (2).

For the 90° sinc $t_r=2.150$ ms rather than 2.000 ms, and the phase slope of the full solution agrees. This is a statement about the centre of the profile. At 50 Hz the residual phase is −2.6° after rephasing for $T/2$ and 0.1° after rephasing for $t_r$. At 250 Hz the values are −4.3° and 9.2°, and at 750 Hz they are −15.9° and 24.6°. The resonance slope therefore does not set the best rephasing time for the whole band. An implementation should choose the rephasing time from the complete complex profile, weighted by the signal it is meant to optimize.

## Failure at 180°

On resonance the exact result is $m_+=0$, $m_z=-1$. Equation (2) instead gives $|m_+|=\pi$. Normalizing $F$ cannot repair this: since $F(0)\ne0$, a constant factor that gives zero on resonance gives zero at every offset. Moreover (2) says nothing about the inversion $m_z$, which is now the quantity of interest.

A tempting substitute is $m_z=\cos F(\Omega)$, with $|m_+|=|\sin F(\Omega)|$. It is correct on resonance, but it already has the wrong dependence on a small offset. Since $F$ is even in $\Omega$ for this pulse, $F=\pi+O(\Omega^2)$, and the substitute predicts a transverse magnitude of order $\Omega^2$. The derivation leading to (6) gives, for $\theta=\pi$,

$$|m_+|\simeq|\Omega|\tau,\qquad m_z\simeq-1+\tfrac12(\Omega\tau)^2. \tag{7}$$

The second relation follows from conservation of length. With $\tau=0.685$ ms, an offset of 50 Hz gives

$$|\Omega|\tau=2\pi\times50\times0.685\times10^{-3}\simeq0.215.$$

The full calculation gives 0.210. Thus 50 Hz from resonance, well inside a nominal half bandwidth of 750 Hz, about a fifth of the magnetization is already transverse. At 100 Hz (7) gives 0.430 and the full result is 0.389, so higher orders in $\Omega$ are becoming visible.

Farther out the substitute fails badly:

| Offset | Exact $m_z$ | $\cos F$ | Exact $\lvert m_+\rvert$ |
|---|---|---|---|
| 250 Hz | −0.800 | −0.916 | 0.600 |
| 500 Hz | −0.440 | −0.992 | 0.898 |
| 650 Hz | 0.741 | −0.824 | 0.672 |
| 750 Hz | 0.997 | 0.147 | 0.077 |

At 650 Hz even the sign of $m_z$ is wrong. The full width of the inverted fraction $(1-m_z)/2$ at one half is 1113 Hz, against 1475 Hz from $\cos F$. Averaged over offsets within ±750 Hz, $m_z$ is −0.40 rather than −0.89. Close to 555 Hz the magnetization is almost wholly transverse. These numbers belong to this unwindowed sinc with three zeros on each side; another truncation or window must be calculated anew.

## A second case: the rectangular pulse

A constant real $\omega_1$ can be solved in closed form, and the solution also supplies the elementary step for numerical work. Let $b=\sqrt{\omega_1^2+\Omega^2}$, $\mathbf n=(\omega_1,0,\Omega)/b$ and $\phi=bT$. The component of $\mathbf m$ along $\mathbf n$ is constant. The perpendicular part $\mathbf p$ obeys $\dot{\mathbf p}=-b\,\mathbf n\times\mathbf p$ and becomes $\mathbf p\cos\phi-\mathbf n\times\mathbf p\sin\phi$. Recombining the two parts,

$$\mathbf m'=\mathbf m\cos\phi-\mathbf n\times\mathbf m\sin\phi+\mathbf n(\mathbf n\cdot\mathbf m)(1-\cos\phi). \tag{8}$$

Starting from $\mathbf m=(0,0,1)$, where $\mathbf n\times\mathbf m=(0,-\omega_1/b,0)$,

$$m_x'=\frac{\omega_1\Omega}{b^2}(1-\cos\phi),\qquad m_y'=\frac{\omega_1}{b}\sin\phi .$$

On resonance this gives $m_y'=\sin\omega_1T$. Far from resonance, $|\Omega|\gg|\omega_1|$, we have $b\simeq|\Omega|$ and

$$|m_+|\simeq\frac{|\omega_1|}{|\Omega|}\sqrt{(1-\cos\phi)^2+\sin^2\phi}
=\frac{2|\omega_1|}{|\Omega|}\left|\sin\frac{\phi}{2}\right|.$$

If also $\omega_1^2T/|\Omega|\ll1$, then $\phi\simeq|\Omega|T$, and the result is $|F|=2|\omega_1\sin(\Omega T/2)/\Omega|$. For a rectangular pulse the Fourier result can therefore hold far off resonance even when the resonance tip is large.

This should not be carried over to the near stopband of the sinc. At 1000 Hz the 180° pulse has $|F|=0.0704\pi=0.22$, while the exact $|m_+|$ is 0.47. There $\Omega=6283$ rad/s is not large compared with the peak $\omega_1$ of 4420 rad/s, so the condition used above is not met. This ratio alone does not decide the matter close to the band edge: for the 90° pulse at 1000 Hz, where $\Omega$ is 2.8 times the peak $\omega_1$, $|F|=0.0704\,\pi/2=0.11$ while the exact $|m_+|$ is still 0.16.

## Implementation

For a weak pulse, evaluate $F$ with the exponent in (2), compute $A$ as well as $\theta$, and use (3) as a guaranteed error limit. If that limit is too loose to decide, compare with a Bloch calculation at closely spaced offsets across the band and beyond its edges. The largest error need not lie at resonance or at the nominal band edge.

For a strong pulse, divide the envelope into short intervals and apply (8) in time order at each offset, with $T$ replaced by the interval length. For a complex envelope use $\mathbf n=(\operatorname{Re}\omega_1,\operatorname{Im}\omega_1,\Omega)/b$ and $b=\sqrt{|\omega_1|^2+\Omega^2}$; if $b=0$, leave $\mathbf m$ unchanged. Shorten the intervals until the required profile no longer changes at the desired accuracy. Keep the complex $m_+$ as well as $m_z$: magnitude alone hides the rephasing error at 90°, and resonance values alone hide the poor inversion at 180°. The numerical output below gives the profiles at further offsets.

## Calculated quantities

```
proton gamma = 2.67522e+08 rad/(s T)
pulse duration T = 4.000 ms; nominal bandwidth = 1500 Hz
half bandwidth W = 4712.39 rad/s; Si(W T/2) = 1.67476
absolute area / nominal tip = 1.5180
90 deg: peak omega1 = 2209.9 rad/s; peak B1 = 8.261 microtesla
180 deg: peak omega1 = 4419.9 rad/s; peak B1 = 16.521 microtesla
Errors of r, maximum over offsets 0 to 2500 Hz, units of M0:
tip/deg  linear r(0)  exact r(0)  linear err  cubic err  bound
   10     0.17453     0.17365    0.001175    0.000003   0.00309
   15     0.26180     0.25882    0.003952    0.000023   0.01038
   30     0.52360     0.50000    0.031096    0.000743   0.08109
   60     1.04720     0.86603    0.232904    0.022917   0.58985
   90     1.57080     1.00000    0.705280    0.163889   1.69771
  180     3.14159    -0.00000    3.268330    3.858520   6.39645
observed error order: linear 2.976, with cubic term 4.993
Full widths at half height:
linear profile F/theta: 1475.1 Hz
90 deg |M+|, exact: 1485.4 Hz
90 deg |sin F|, repair: 1565.2 Hz
180 deg (1-Mz)/2, exact: 1112.5 Hz
180 deg (1-cos F)/2, repair: 1475.1 Hz
90 deg: largest | |M+| - |F|/theta | = 0.1086 at 920 Hz
90 deg rephasing time: 2.1501 ms; T/2 = 2.0000 ms
90 deg rephasing time from exact phase slope: 2.1501 ms
180 deg tau = 0.6849 ms
180 deg mean Mz/M0 within +-750 Hz: exact -0.3996, repair -0.8932
180 deg largest |M+|/M0 within +-750 Hz: 0.9999 at 555 Hz
Profiles (M in units of M0; ph1, ph2 = 90 deg phase in degrees
after rephasing for T/2 and for the 90 deg rephasing time):
f/Hz  F/theta |M+|90 |sinF|90   ph1     ph2   Mz180  cosF180 |M+|180
   0   1.0000  1.0000  1.0000     0.00    0.00  -1.0000  -1.0000  0.0000
  50   0.9879  0.9998  0.9998    -2.56    0.14  -0.9778  -0.9993  0.2097
 100   0.9558  0.9971  0.9976    -4.36    1.04  -0.9214  -0.9904  0.3887
 250   0.8689  0.9765  0.9789    -4.31    9.20  -0.8002  -0.9163  0.5997
 400   0.9744  0.9980  0.9992    -5.06   16.55  -0.8292  -0.9968  0.5589
 500   1.0407  0.9999  0.9980   -12.29   14.72  -0.4396  -0.9918  0.8982
 650   0.8084  0.8638  0.9551   -19.51   15.61   0.7406  -0.8243  0.6719
 750   0.4532  0.4654  0.6533   -15.92   24.60   0.9970   0.1465  0.0768
 850   0.1199  0.0349  0.1873   -11.59   34.32   0.8373   0.9299  0.5468
1000  -0.0704  0.1584  0.1104   171.25 -134.72   0.8848   0.9756  0.4660
1250   0.0337  0.0388  0.0530    -6.43   61.09   0.9999   0.9944  0.0163
```
